# Equivalent Isothermal Time of a Laser Temperature Peak by Laplace's Method

## A peak that can be integrated in closed form

Let a surface be heated and cooled so that its reciprocal temperature is a parabola in time,

$$\frac1{T(t)}=\frac1{T_p}+\frac{C\,t^2}{2T_p^2},\qquad\text{or}\qquad T(t)=\frac{T_p}{1+Ct^2/(2T_p)} .$$

The peak is at $t=0$. For small $t$ the second form gives $T=T_p-Ct^2/2+\dots$, so $T''(0)=-C$. The positive number $C$ is therefore the magnitude of the second derivative, twice the magnitude of the coefficient of $t^2$.

An Arrhenius process with rate $k(T)=k_0e^{-E/(k_BT)}$ runs during this pulse. Its rate relative to that at the peak is

$$\frac{k(T(t))}{k(T_p)}=\exp\left[-\frac{E}{k_B}\left(\frac1T-\frac1{T_p}\right)\right]=\exp\left[-\frac{EC\,t^2}{2k_BT_p^2}\right].$$

The prefactor $k_0$ has cancelled, and what remains is a Gaussian in time. Define the equivalent isothermal time as the time at constant $T_p$ that gives the same integrated rate:

$$t_{eq}=\frac{1}{k(T_p)}\int k(T(t))\,dt .$$

We need $I=\int_{-\infty}^{\infty}e^{-x^2/2}dx$. Its square is an integral over the plane, which polar coordinates make elementary:

$$I^2=\int_0^{2\pi}d\varphi\int_0^\infty e^{-r^2/2}\,r\,dr=2\pi,\qquad I=\sqrt{2\pi}.$$

Setting $t=wx$ with $w^2=k_BT_p^2/(EC)$ turns the exponent into $-x^2/2$, and $dt=w\,dx$. Hence

$$t_{eq}=\sqrt{2\pi}\,w=\sqrt{\frac{2\pi k_BT_p^2}{EC}} .$$

For this pulse no approximation was made. A real pulse has another shape, and its temperature returns to a base value instead of falling towards zero. The question is how much of the result survives.

The algebra is in atomic units, with temperature in kelvin and $k_B$ kept. Since no other constant enters, the formulas hold in any consistent units.

## Why the integrated rate is the right quantity

Take dopant diffusion in one dimension, with a diffusivity that depends on temperature but not on position or concentration:

$$\frac{\partial c}{\partial t}=D(T(t))\,\frac{\partial^2c}{\partial z^2}.$$

Introduce a new clock $s$ by $ds=D(T(t))\,dt$. Then $\partial c/\partial t=D\,\partial c/\partial s$, the factor $D$ cancels, and

$$\frac{\partial c}{\partial s}=\frac{\partial^2c}{\partial z^2}.$$

The heat cycle has left the equation. The final profile depends on it through the total $s=\int D\,dt=D(T_p)\,t_{eq}$, so the pulse and an isothermal anneal of length $t_{eq}$ at $T_p$ give the same profile. A $D$ that is uniform in space is sufficient for this change of clock, but not necessary: if $D$ is a temperature factor times a function of concentration, the temperature factor alone can set the clock. But if $D$ also depends on something with its own history, such as a decaying population of defects, then $s$ also depends on the initial population and on how it decays, and the equivalence to an anneal of length $t_{eq}$ is in general lost. An exception is a first-order decay to zero with the same activation energy as the diffusivity, which runs on the same clock.

The variance of the profile follows by multiplying the equation by $z^2$ and integrating twice by parts. With vanishing concentration at the far ends, $d\langle z^2\rangle/ds=2$. The variance therefore grows by $2D(T_p)t_{eq}$. A layer that starts very thin reaches an rms width of $\sqrt{2D(T_p)t_{eq}}$, which is called the rms spread below.

## A general smooth peak at leading order

Let $T(t)$ have one highest maximum, inside the time window, with $T''(0)=-C<0$. Write

$$t_{eq}=\int e^{-\phi(t)}dt,\qquad \phi=\frac{E}{k_B}\left(\frac1T-\frac1{T_p}\right).$$

Two quantities organize the calculation:

$$\theta=\frac{k_BT_p^2}{E},\qquad \varepsilon=\frac{k_BT_p}{E}=\frac{\theta}{T_p}.$$

The temperature $\theta$ is the drop below the peak that lowers the rate by about a factor $e$. The pure number $\varepsilon$ is small when the activation energy is large compared with the thermal energy.

Let $u=T_p-T$. Then, without approximation,

$$\frac1T-\frac1{T_p}=\frac{u}{T_p(T_p-u)}=\frac{u}{T_p^2}+\frac{u^2}{T_p^3}+\dots$$

where the last form is the geometric series in $u/T_p$. Since $E/(k_BT_p^2)=1/\theta$,

$$\phi=\frac1\theta\left(u+\frac{u^2}{T_p}+\dots\right).$$

Near the peak $u\approx Ct^2/2$, so $\phi\approx Ct^2/(2\theta)=t^2/(2w^2)$ with $w=\sqrt{\theta/C}$. This is the Gaussian of the special case; replacing the integrand by it is called Laplace's method. As $E$ grows for a fixed pulse, $w$ shrinks as $E^{-1/2}$, and the integral samples an ever smaller part of the peak. Times at a fixed distance from the peak contribute an exponentially small amount. This gives

$$t_{eq}\simeq\sqrt{\frac{2\pi\theta}{C}}=\sqrt{\frac{2\pi k_BT_p^2}{EC}}\qquad(\varepsilon\to0).$$

The window must be finite. A hold of length $t_h$ at base temperature $T_b$ adds $t_h\exp[-(E/k_B)(1/T_b-1/T_p)]$, which is tiny for ordinary times but grows without limit with $t_h$.

At $|t|=2w$ the parabola has dropped by $C(2w)^2/2=2\theta$. A Gaussian has 95.4% of its area within two widths, so at leading order nearly all of the process takes place within $2\theta$ of the peak temperature.

## The first correction

Let $T_3$ and $T_4$ be the third and fourth time derivatives of $T$ at the peak. Then

$$u=\frac{C}{2}t^2-\frac{T_3}{6}t^3-\frac{T_4}{24}t^4+\dots,\qquad u^2=\frac{C^2}{4}t^4+\dots$$

Inserting both into $\phi$ gives

$$\phi=\frac1\theta\left[\frac C2t^2-\frac{T_3}{6}t^3+\left(\frac{C^2}{4T_p}-\frac{T_4}{24}\right)t^4+\dots\right].$$

Now put $t=wx$, with $w=(\theta/C)^{1/2}$:

$$\phi=\frac{x^2}{2}-\mu x^3+\nu x^4+\dots,$$

$$\mu=\frac{T_3\,\theta^{1/2}}{6\,C^{3/2}},\qquad \nu=\frac{\theta}{4T_p}-\frac{\theta T_4}{24C^2}.$$

For a fixed pulse $\theta\propto\varepsilon$, so $\mu$ is of order $\varepsilon^{1/2}$ and $\nu$ of order $\varepsilon$. Each further power of $t$ brings another factor $\varepsilon^{1/2}$. Expanding the exponential of the small terms gives

$$e^{-\phi}=e^{-x^2/2}\left[1+\mu x^3-\nu x^4+\tfrac12\mu^2x^6+\dots\right].$$

The square of the cubic term must be kept, because $\mu^2$ is of the same order as $\nu$. The cubic term itself is odd and integrates to zero. The omitted terms of order $\varepsilon^{3/2}$ are odd too, so the next contribution to the integral is of order $\varepsilon^2$.

The even moments follow from integration by parts. Because $xe^{-x^2/2}=-\frac{d}{dx}e^{-x^2/2}$,

$$\langle x^{2n}\rangle=(2n-1)\langle x^{2n-2}\rangle,$$

where the average is taken with the normalized Gaussian. Thus $\langle x^2\rangle=1$, $\langle x^4\rangle=3$ and $\langle x^6\rangle=15$. The relative correction is

$$\frac{15}{2}\mu^2-3\nu=\frac{15}{72}\frac{T_3^2\theta}{C^3}-\frac{3\theta}{4T_p}+\frac{\theta T_4}{8C^2}.$$

With $\theta=\varepsilon T_p$ and $15/72=5/24$, the result is

$$t_{eq}=\sqrt{\frac{2\pi k_BT_p^2}{EC}}\left[1+\varepsilon A+O(\varepsilon^2)\right],$$

$$A=\frac{5T_pT_3^2}{24C^3}+\frac{T_pT_4}{8C^2}-\frac34 .$$

Each term has a plain meaning. The first is the effect of skew at the peak, for a given $T_4$; unequal heating and cooling can change $T_4$ as well. It contains $T_3^2$, so reversing the pulse in time does not change it, as must be so for an integral over time. The second is positive when the temperature near the peak, averaged over the times $t$ and $-t$, lies above the parabola. The last comes from the Arrhenius law: $1/T$ rises faster than linearly as $T$ falls, which narrows the rate peak.

The opening example provides a check. Its expansion $T=T_p-Ct^2/2+C^2t^4/(4T_p)+\dots$ has $T_3=0$ and $T_4=24\,C^2/(4T_p)=6C^2/T_p$. Then $A=6/8-3/4=0$, as it should.

The correction also warns of failure. If $C$ is made small at fixed $T_4$, the second term grows as $1/C^2$ and the expansion loses its meaning.

## Peaks of another kind

**A kink.** Suppose the temperature rises to the peak with slope $r$ and falls from it with slope $-c$, both nonzero at the peak. Then $\phi\approx r|t|/\theta$ before the peak and $ct/\theta$ after it, and

$$t_{eq}\simeq\int_0^\infty e^{-rt/\theta}dt+\int_0^\infty e^{-ct/\theta}dt=\theta\left(\frac1r+\frac1c\right).$$

This scales as $1/E$, not as $E^{-1/2}$. The smooth formula cannot be repaired by a clever choice of $C$ that holds for all activation energies.

**A flat top.** If $C=0$ and $T\approx T_p-Kt^4$ with $K>0$, then $\phi\approx Kt^4/\theta$. Substituting $t=(\theta/K)^{1/4}y$ gives

$$t_{eq}\simeq\left(\frac{\theta}{K}\right)^{1/4}\int_{-\infty}^{\infty}e^{-y^4}dy .$$

The integral is a pure number, so the time scales as $E^{-1/4}$. A true plateau of length $t_h$ at $T_p$ contributes $t_h$ itself, whatever the activation energy.

## A millisecond pulse

Take the smooth, unsymmetrical model trace

$$T(t)=T_b+\frac{\Delta T}{q(t)},\qquad q=\frac{b\,e^{-at}+a\,e^{bt}}{a+b},\qquad \Delta T=T_p-T_b .$$

Long before the peak the excess temperature grows as $e^{at}$; long after, it decays as $e^{-bt}$. Differentiating $q$ at $t=0$ gives $q=1$, $q'=0$ and

$$q''=ab,\qquad q'''=ab(b-a),\qquad q''''=ab(a^2-ab+b^2).$$

Since $q''>0$ at all times, $q$ has one minimum and $T$ one maximum. Writing $1/q=1-(q-1)+(q-1)^2-\dots$, the square starts as $a^2b^2t^4/4$ and adds $6a^2b^2$ to the fourth derivative. Therefore

$$C=\Delta T\,ab,\qquad T_3=C(a-b),\qquad T_4=C(7ab-a^2-b^2).$$

Choose $T_b=700$ K, $T_p=1550$ K, $1/a=0.3$ ms, $1/b=0.6$ ms and $E=3.5$ eV. Then $\varepsilon=1/26.20$, $\theta=59.15$ K and

$$C=\frac{850}{0.3\times0.6}=4722\ \mathrm{K/ms^2},\qquad t_{eq}\simeq\sqrt{\frac{2\pi\times59.15}{4722}}=0.2805\ \mathrm{ms}.$$

In atomic units of time this is $1.16\times10^{13}$.

With $T_3=7870$ K/ms³ and $T_4=1.181\times10^5$ K/ms⁴, the three parts of the correction are

$$A=0.190+1.026-0.750=0.466,\qquad \varepsilon A=\frac{0.466}{26.20}=1.78\% .$$

The corrected time is 0.2855 ms. Direct quadrature over the window from $-3$ to 6 ms gives 0.2858 ms. The leading estimate is 1.8% below that value, the corrected one about 0.1%. As a separate test of $A$, the quadrature was repeated with $E/(k_BT_p)=2000$; the relative excess over the leading formula, multiplied by 2000, was 0.4659, against 0.4657 from the formula.

With the pulse held fixed, $E=7$ eV gives an error of 0.90% and $E=14$ eV one of 0.45%, again relative to quadrature. The error halves when $E$ doubles, as a correction proportional to $\varepsilon$ requires. The time itself changes as well: a process with 5 eV has $t_{eq}=0.238$ ms in the same pulse. The equivalent time belongs to a pulse and a process together.

The full width of the temperature pulse at half its rise is 1.14 ms, four times the equivalent time. The reason is visible in $t_{eq}\simeq\sqrt{2\pi\theta/(\Delta T\,ab)}$: the duration $1/\sqrt{ab}$ is reduced by a factor containing $\sqrt{\theta/\Delta T}$, because most of the pulse is too cool to matter. Here $w=0.112$ ms, and 94.3% of the integrated rate falls within $2w$ of the peak. The temperatures at the two ends of that interval are 1431 K before the peak and 1455 K after it. The parabola would give 1432 K at both. The even part of the deviation, led by the positive $T_4$, lifts both ends by about 11 K; the odd part, due to cooling being slower than heating, adds about 12 K after the peak and removes it before. The two nearly cancel at the earlier end and add at the later one.

For comparison, replace the smooth peak by a kinked one, $T_b+\Delta T e^{at}$ before $t=0$ and $T_b+\Delta T e^{-bt}$ after it, with the same temperatures and time constants. The slopes are $\Delta T\,a$ and $\Delta T\,b$, so the kink formula gives $59.15\times(0.3+0.6)/850=0.0626$ ms; quadrature gives 0.0624 ms. Part of the reduction from 0.286 ms is due to the narrower pulse, whose half-maximum width is $0.9\ln2=0.62$ ms. The rest comes from the sharp summit.

## From time to dopant spread

With a rough diffusion prefactor of 1 cm²/s, the diffusivity at the peak is $4.17\times10^{-12}$ cm²/s, or 0.417 nm²/ms. The rms spread is

$$\sqrt{2\times0.417\times0.2805}=0.48\ \mathrm{nm}.$$

The square root halves the relative error, so the direct time gives nearly the same value, 0.49 nm. This is less than the lattice constant of silicon, 0.543 nm, so the continuum equation is at its limit. If the dopant moves by rare hops of a nanometre or more, as in interstitial-assisted diffusion, the variance still grows by $2D(T_p)t_{eq}$, but most atoms do not move at all and the profile gains a tail that is not Gaussian.

The clock argument was tested by solving the diffusion equation through the pulse, starting from a Gaussian profile of rms width 1 nm. The pulse changed the profile by up to 10% of its initial height. The result differed from the isothermal profile for 0.2858 ms by at most 0.017% of that height. This residue is the error of the 0.1 nm grid and falls fourfold when the spacing is halved.

An error of 10 K in the peak temperature matters far more than the error of Laplace's method. Raising the peak by a small $\delta T$ multiplies the integrated rate by about $e^{\delta T/\theta}$; the accompanying change in the width of the rate peak is much smaller here. For 10 K this is 1.18, and quadrature with the base temperature and time constants held fixed also gives 1.18. The spread then grows by about 9%.

Two other effects are small here. During the pulse heat penetrates a distance of order $\sqrt{\kappa/\sqrt{ab}}$. With a rough heat diffusivity $\kappa=0.1$ cm²/s this is about 65 µm, so the drop across a 30 nm layer is of order $850\times30/65000=0.39$ K, and the rate at that depth is lower by less than about 1%. A hold of one second at 700 K adds $1.5\times10^{-11}$ ms.

## A rate with a slowly varying factor

Heavy doping alters the diffusivity. Suppose it is multiplied by $g=p/n_i$, the ratio of hole to intrinsic carrier density, as for diffusion assisted by singly positive defects. Let $s=1/(k_BT)$ and expand the logarithm of the full rate about the peak:

$$\ln(kg)=\text{const}-E_{\rm eff}(s-s_p)+\dots,\qquad E_{\rm eff}=-\frac{d\ln(kg)}{ds}\bigg|_{s_p}=E-\frac{d\ln g}{ds}\bigg|_{s_p}.$$

The leading estimate then holds with $E_{\rm eff}$ in place of $E$, provided the time is defined relative to the full rate $k(T_p)g(T_p)$.

For ionized acceptors of density $N$, charge neutrality reads $p-n_i^2/p=N$. Putting $p=n_ie^y$ gives $2\sinh y=N/n_i$, with $g=e^y$. At fixed $N$, differentiation gives $dy/d\ln n_i=-\tanh y$. For the rough law $n_i=4\times10^{16}\,T^{3/2}e^{-0.6\,\mathrm{eV}/(k_BT)}$ cm⁻³, with $T$ in kelvin,

$$\frac{d\ln n_i}{ds}=-\left(0.6\ \mathrm{eV}+\tfrac32k_BT\right),\qquad E_{\rm eff}=E-\tanh y\left(0.6\ \mathrm{eV}+\tfrac32k_BT_p\right).$$

With $N=10^{20}$ cm⁻³ the peak values are $n_i=2.7\times10^{19}$ cm⁻³ and $g=3.91$. Then $\tanh y=(g^2-1)/(g^2+1)=0.877$, and $E_{\rm eff}=3.5-0.877\times0.800=2.80$ eV. The estimate becomes 0.314 ms, 2.7% below the direct 0.322 ms. The equivalent time has grown moderately, but the diffusivity at the peak has grown fourfold, and the spread is $\sqrt{2\times0.417\times3.91\times0.322}\approx1.0$ nm. This sizes the effect for uniform doping; a real profile has a varying $p$ and a built-in field, which are left out.

## The model beside a real anneal

The parameters lie in the regime of millisecond laser annealing of boron-implanted silicon, with the peak below the melting point of roughly 1700 K. The activation energy, diffusion prefactor, temperatures and doping are rough typical values; the pulse shape is a convenient model, not a solution of the heat equation, and its late cooling is faster than conduction into the wafer alone allows. One assumption that real implanted layers break is a diffusivity set by temperature alone. Besides the doping effect above, implantation leaves excess interstitials, which speed up boron diffusion. An assumed tenfold excess, held constant through the pulse and applied without the doping factor, raises the spread from 0.49 to 1.5 nm. A real excess decays and varies with depth, so the temperature history alone no longer fixes the profile, and this number is a scale, not a prediction. The carrier statistics are also simplified: at this doping the leading correction for degeneracy raises the hole activity by about 17%, with a rough valence-band density of states of $2\times10^{19}(T/300\ \mathrm{K})^{3/2}$ cm⁻³. A prefactor of $1.0\times10^{19}$ or $3.1\times10^{19}$ instead gives about 36% or 11%. Degenerate statistics or another $n_i$ law move $g$ between about 3.5 and 4.6 and $E_{\rm eff}$ by about 0.03 eV. Against these effects the 1.8% error of Laplace's method is minor, and an accurate peak temperature and defect model are worth more than a further term in the expansion. The numerical output below lists most of the values used here.

## Computed results

```
activation energy E = 3.50 eV (rough)
base and peak temperature = 700, 1550 K
rise and fall times = 0.30, 0.60 ms
E/(kB Tp) = 26.20
temperature scale kB Tp^2/E = 59.15 K
peak curvature C = 4722.2 K/ms^2
third derivative at peak = 7870.4 K/ms^3
fourth derivative at peak = 118055.6 K/ms^4
Gaussian time width w = 0.1119 ms
Laplace equivalent time = 0.2805 ms
the same in atomic units = 1.160e+13
direct equivalent time = 0.2858 ms
Laplace time with next correction = 0.2855 ms
correction coefficient, formula = 0.4657
correction coefficient, large-E limit = 0.4659
relative correction = 1.78 %
pulse full width at half maximum = 1.137 ms
dose share within 2w of peak = 94.3 %
temperature at -2w and +2w = 1431, 1455 K
E = 3.5 eV: Laplace 0.2805 ms, direct 0.2858 ms, error -1.82 %
E = 5.0 eV: Laplace 0.2347 ms, direct 0.2377 ms, error -1.27 %
E = 7.0 eV: Laplace 0.1984 ms, direct 0.2002 ms, error -0.90 %
E = 14.0 eV: Laplace 0.1403 ms, direct 0.1409 ms, error -0.45 %
kinked peak: direct 0.0624 ms, kink formula 0.0626 ms
diffusion prefactor = 1.0 cm2/s (rough)
diffusivity at peak = 4.167e-12 cm2/s
rms dopant spread, Laplace = 0.484 nm
rms dopant spread, direct = 0.488 nm
test profile: initial rms width = 1.0 nm
test profile: largest change = 0.1011 of peak
test profile: pulse vs isothermal = 1.7e-04 of peak
peak 10 K hotter: dose factor = 1.183
heat diffusivity = 0.1 cm2/s (rough)
temperature drop over 30 nm = 0.39 K
rate loss at that depth = 0.66 %
1 s hold at base adds = 1.5e-11 ms
doping = 1.0e+20 cm^-3
n_i at peak = 2.73e+19 cm^-3 (rough)
p/n_i at peak = 3.91
effective activation energy, doped = 2.798 eV
doped equivalent time: Laplace 0.3138 ms, direct 0.3224 ms
rms spread with p/n_i factor = 1.026 nm
degeneracy change of hole activity = 17.5 %
assumed interstitial excess = 10 times
rms spread with that excess = 1.543 nm
```
